\section*{Screened interaction and excitons across two coupled polarisable sheets, part 1}

(Sections cited here and not found follow in the second part.)

\section{The interaction of charges in two coupled sheets}

Take two polarisable sheets $0.65$ nm apart in vacuum, with screening lengths of $4.0$ and $4.5$ nm. At the in-plane wavevector $q=0.20\ \mathrm{nm^{-1}}$, the interaction between a charge in one sheet and a charge in the other is $0.307$ times the Coulomb interaction of two charges in a common plane. The distance alone accounts for a factor $0.878$. The first sheet, if it were alone, would contribute a factor $1/1.8$, and the second, if it were alone, a factor $1/1.9$. The product of the three is $0.257$. The true interaction is 19 per cent larger than this product, so the two sheets together screen less than their separate actions would suggest. The reason is that each sheet polarises in a field which the other has already changed, and the size of the effect follows from solving for both polarisations at once.

Let the sheets be infinitely thin, parallel and unbounded, sheet 1 at $z=0$ and sheet 2 at $z=d$, with vacuum between and outside them. Each responds linearly, statically and locally to the electric field in its own plane, equally in all in-plane directions:
\begin{equation}
\mathbf P_i(\boldsymbol\rho)=\alpha_i\mathbf E_\parallel(\boldsymbol\rho,z_i)
=-\alpha_i\nabla_\parallel\phi(\boldsymbol\rho,z_i),\qquad i=1,2 .
\end{equation}
Here $\boldsymbol\rho$ is the position in the plane, $\mathbf P_i$ the dipole moment per unit area and $\phi$ the total electrostatic potential. The sheets have no response to a field along $z$ and contain no free carriers. Gaussian units are used for the derivation, so that two unit charges a distance $R_0$ apart have energy $1/R_0$. In these units $\alpha_i$ is a length. For two elementary charges, an energy in electronvolts is obtained on multiplying by
\begin{equation}
C=\frac{e^2}{4\pi\varepsilon_0}=1.440\ \mathrm{eV\,nm}.
\end{equation}

The system looks the same at every point of the plane, so different in-plane wavevectors do not mix. With the convention $f(\mathbf q)=\int d^2\rho\,e^{-i\mathbf q\cdot\boldsymbol\rho}f(\boldsymbol\rho)$, the gradient $\nabla_\parallel$ becomes $i\mathbf q$. Consider first a single layer of charge with transform $\sigma$, placed at height $z'$. Poisson's equation, $\nabla^2\phi=-4\pi\times$(charge density), becomes
\begin{equation}
\left(\frac{d^2}{dz^2}-q^2\right)\phi(q,z)=-4\pi\sigma\,\delta(z-z').
\end{equation}
Away from $z'$ the solutions are $e^{\pm qz}$. The potential must decay on both sides and be continuous at $z'$, which leaves $\phi=Ae^{-q|z-z'|}$. Its slope is $+qA$ just below the layer and $-qA$ just above it. Integrating the equation across the layer therefore gives $-2qA=-4\pi\sigma$, so
\begin{equation}
\phi(q,z)=\frac{2\pi}{q}\,\sigma\,e^{-q|z-z'|}.
\label{layer}
\end{equation}
A charge pattern that varies on the length $1/q$ in the plane is thus felt over the same length $1/q$ above and below it.

A polarisation that varies in the plane leaves a bound charge $-\nabla_\parallel\cdot\mathbf P_i$. With $\mathbf P_i=-\alpha_i\nabla_\parallel\phi$, this charge is $+\alpha_i\nabla_\parallel^2\phi$, and the Laplacian supplies a factor $-q^2$. Writing $\phi_i=\phi(q,z_i)$ and defining the screening length $r_i=2\pi\alpha_i$, one has
\begin{equation}
\sigma_i=-\alpha_iq^2\phi_i=-\frac{r_iq^2}{2\pi}\,\phi_i .
\label{bound}
\end{equation}
By (\ref{layer}), this charge produces in its own plane the potential $(2\pi/q)\sigma_i=-r_iq\,\phi_i$. The minus sign says that the sheet opposes the potential acting on it. The factor $q$ says that the opposition vanishes for slowly varying potentials: a thin sheet cannot screen at long wavelengths, because a uniform polarisation carries no bound charge.

Now place a unit point charge in sheet 1. Its transform is $1$ for every $\mathbf q$. The potential in each sheet is the sum of three parts, due to the point charge, the bound charge of sheet 1 and the bound charge of sheet 2. A part that crosses the gap is multiplied by
\begin{equation}
x=e^{-qd}.
\end{equation}
The two potentials therefore satisfy
\begin{align}
\phi_1&=\frac{2\pi}{q}-r_1q\,\phi_1-r_2q\,x\,\phi_2,\\
\phi_2&=\frac{2\pi}{q}\,x-r_1q\,x\,\phi_1-r_2q\,\phi_2 .
\end{align}
Collecting the unknowns on the left gives
\begin{align}
(1+r_1q)\phi_1+r_2q\,x\,\phi_2&=\frac{2\pi}{q},\label{eqa}\\
r_1q\,x\,\phi_1+(1+r_2q)\phi_2&=\frac{2\pi}{q}\,x .\label{eqb}
\end{align}
To eliminate $\phi_1$, multiply (\ref{eqb}) by $1+r_1q$, multiply (\ref{eqa}) by $r_1qx$, and subtract the second product from the first. The terms in $\phi_1$ cancel, and
\begin{equation}
\left[(1+r_1q)(1+r_2q)-r_1r_2q^2x^2\right]\phi_2
=\frac{2\pi}{q}\left[(1+r_1q)x-r_1qx\right].
\end{equation}
On the right, $r_1qx$ cancels as well and leaves $x$. The potential in sheet 2 is the interaction sought:
\begin{equation}
V_{12}(q)=\frac{2\pi e^{-qd}}{qD},\qquad
D=(1+r_1q)(1+r_2q)-r_1r_2q^2e^{-2qd}.
\label{main}
\end{equation}

It is an interaction energy in the following sense. When a second unit charge is brought into sheet 2, it meets the potential just found and also the polarisation that it causes itself. The energy of the latter is the same wherever the charge sits in the plane, so it shifts the energies of single carriers but exerts no force between the two. The part that depends on their separation is $V_{12}$ for like charges and $-V_{12}$ for an electron and a hole. Exchanging $r_1$ and $r_2$ leaves (\ref{main}) unchanged, as it must: the energy cannot depend on which of the two charges is called the source.

The same equations give the interaction of two charges within sheet 1. Multiply (\ref{eqa}) by $1+r_2q$, multiply (\ref{eqb}) by $r_2qx$, and subtract. Now $\phi_2$ drops out, and
\begin{equation}
V_{11}(q)=\frac{2\pi}{q}\,\frac{1+r_2q(1-x^2)}{D}.
\label{own}
\end{equation}
The role of the second sheet is clearer when $D$ is rearranged. Expanding the right-hand side confirms that
\begin{equation}
D=(1+r_1q)\left[1+r_2q(1-x^2)\right]+r_2q\,x^2,
\end{equation}
because the terms $-r_2qx^2$ and $+r_2qx^2$ cancel. Hence
\begin{equation}
V_{11}(q)=\frac{2\pi}{q}\left[1+r_1q+\frac{r_2q\,x^2}{1+r_2q(1-x^2)}\right]^{-1}.
\end{equation}
The neighbouring sheet adds a positive term to the denominator and so weakens the repulsion of like charges in sheet 1. The term carries $x^2$ because the influence must cross the gap and return.

At $q=0.50\ \mathrm{nm^{-1}}$ the numbers are as follows. The gap factor is $x=e^{-0.325}=0.7225$, and $1+r_1q=3.00$, $1+r_2q=3.25$. The coupling term is $2.00\times2.25\times0.7225^2=2.349$, so $D=9.750-2.349=7.401$. Then
\begin{equation}
C\,V_{12}=\frac{2\pi\times1.440\times0.7225}{0.50\times7.401}\ \mathrm{eV\,nm^2}
=1.77\ \mathrm{eV\,nm^2}.
\end{equation}
For two charges in sheet 1, the numerator of (\ref{own}) is $1+2.25(1-0.522)=2.075$, and $C\,V_{11}=5.07\ \mathrm{eV\,nm^2}$. At this wavevector the charge in the other sheet is felt about one third as strongly as one in the same sheet, although the bare gap factor is $0.72$. The rest of the reduction comes from the bound charge of sheet 2, which lies in the plane where the potential is sampled.

The equations can also be read as a sequence of reflections, which answers the question raised by the first numbers. Let a potential $\phi_{\rm in}$ arrive at a single sheet. The total potential there obeys $\phi=\phi_{\rm in}-r_iq\phi$, so
\begin{equation}
\phi=t_i\phi_{\rm in},\qquad t_i=\frac{1}{1+r_iq}.
\end{equation}
The bound charge itself sends out $-r_iq\phi=R_i\phi_{\rm in}$ on both sides, with
\begin{equation}
R_i=-\frac{r_iq}{1+r_iq}.
\end{equation}
These are static, decaying potentials, and no energy travels with them; reflection is a way of ordering the sum. A unit charge in sheet 1 sends $(2\pi/q)t_1$ towards sheet 2. On arrival it has become $(2\pi/q)t_1x$, and the total in sheet 2 is $t_2$ times that. Part of it is reflected by sheet 2, crosses the gap, is reflected by sheet 1 and crosses again. Each such round trip multiplies the contribution by
\begin{equation}
g=R_1R_2x^2=\frac{r_1r_2q^2e^{-2qd}}{(1+r_1q)(1+r_2q)} .
\end{equation}
For $q>0$ this lies between zero and one, so the geometric series converges:
\begin{equation}
V_{12}=\frac{2\pi}{q}\,t_1t_2\,x\,(1+g+g^2+\dots)
=\frac{2\pi}{q}\,\frac{t_1t_2\,x}{1-g}.
\end{equation}
Multiplying numerator and denominator by $(1+r_1q)(1+r_2q)$ restores (\ref{main}). The product of separate screenings is the first term of the series. Both reflections reverse the sign, so a round trip returns with the original sign and every later term adds to the first. In plain terms, the bound charge of sheet 2 weakens the field in sheet 1, sheet 1 then polarises less, and its screening of the source is reduced. At $q=0.20\ \mathrm{nm^{-1}}$,
\begin{equation}
g=\frac{0.80}{1.80}\times\frac{0.90}{1.90}\times0.878^2=0.162,
\qquad \frac1{1-g}=1.19,
\end{equation}
which is the excess of 19 per cent.

It is convenient to take out the factor $2\pi/q$ and write $V_{12}=(2\pi/q)F$, with $F=e^{-qd}/D$. The values for the example are
\begin{center}
\begin{tabular}{cccc}
$q$ (nm$^{-1}$) & $F$ & $e^{-qd}$ & $t_1t_2e^{-qd}$\\
0.05 & 0.678 & 0.968 & 0.659\\
0.20 & 0.307 & 0.878 & 0.257\\
1.00 & 0.0231 & 0.522 & 0.0190\\
3.00 & 0.00077 & 0.142 & 0.00075
\end{tabular}
\end{center}
The excess of $F$ over the last column is small at both ends. At small $q$ the sheets hardly reflect; at large $q$ the reflected potential dies out in the gap. The coupling matters in between, where $q$ is not small compared with $1/r_i$ and not large compared with $1/d$.

The limits make this precise. For $d=0$ one has $x=1$, the products $r_1r_2q^2$ cancel in $D$, and $F=1/[1+(r_1+r_2)q]$: the two sheets act as one whose screening length is the sum. For $qd\gg1$ the term with $x^2$ is negligible and the screening factors multiply. For small $q$, put $R=r_1+r_2$ and write
\begin{equation}
D=1+Rq+r_1r_2q^2(1-x^2).
\label{Dpos}
\end{equation}
Since $x^2\le1$, this form shows that $D\ge1$, so the coupled sheets have no electrostatic instability at any distance. Moreover $1-x^2=2qd+O(q^2)$, so the last term is of order $q^3$. To second order,
\begin{equation}
F=\left(1-qd+\tfrac12q^2d^2\right)\left(1-Rq+R^2q^2\right)
=1-(R+d)q+c_2q^2+O(q^3),
\end{equation}
\begin{equation}
c_2=R^2+Rd+\tfrac12d^2 .
\end{equation}
In the example $R+d=9.15$ nm and $c_2=78.0\ \mathrm{nm^2}$.

The first-order term suggests replacing the pair by a single sheet of screening length $R+d$, that is, by the Rytova--Keldysh form $F_{\rm K}=1/[1+(R+d)q]$. The replacement is right to first order only. Its second-order coefficient is $(R+d)^2$, which exceeds $c_2$ by $d(R+d/2)$. The error has a definite sign at every wavevector: since $e^{qd}\ge1+qd$ and $D\ge1+Rq$,
\begin{equation}
\frac1F=e^{qd}D\ge(1+qd)(1+Rq)=1+(R+d)q+Rd\,q^2>\frac1{F_{\rm K}}
\end{equation}
for $q>0$. The single sheet therefore overestimates the interaction at every wavevector $q>0$, though not at every distance in real space. At $q=1.00\ \mathrm{nm^{-1}}$ it gives $1/10.15=0.099$, about four times the correct $0.023$.

An independent test of (\ref{main}) and (\ref{own}) starts from slabs of finite thickness $t$. A slab of in-plane permittivity $\varepsilon_\parallel$ has the dipole moment $t(\varepsilon_\parallel-1)E_\parallel/4\pi$ per unit area, which equals $\alpha_iE_\parallel$ if $\varepsilon_\parallel=1+2r_i/t$. Poisson's equation was solved through such slabs with $t=10^{-7}$ nm, a mathematical limit and not a material thickness, and with unit permittivity along $z$. At 30 wavevectors from $0.01$ to $5\ \mathrm{nm^{-1}}$ the largest difference from the sheet formulas, relative to the slab solution, was $1.5\times10^{-6}$ for $V_{12}$ and $1.8\times10^{-6}$ for $V_{11}$.

The interactions $V_{12}$ and $V_{11}$ are now known at every in-plane wavevector for two thin sheets in vacuum, and the coupling makes $V_{12}$ larger than the product of the separate screenings. What remains is to find the potential in real space and the binding energy of an interlayer exciton, and to examine the effects that this model leaves out.

Numerical values quoted here were computed with a short program.
